# Choosing Adaptive Gaussian Widths for Three-Phonon Scattering Rates

A three-phonon scattering rate is a sum over a wavevector grid in which each energy delta function is replaced by a Gaussian. The broadening setting decides how wide that Gaussian is. For a grid with steps $\boldsymbol\Delta_\mu=\mathbf b_\mu/N$, where $\mathbf b_\mu$ are the reciprocal lattice vectors, the adaptive choice is

$$\sigma=\left[\frac{1}{12}\sum_{\mu=1}^{3}\big((\mathbf v'-\mathbf v'')\cdot\boldsymbol\Delta_\mu\big)^2+\sigma_c^2\right]^{1/2},\qquad \sigma_c\simeq\frac{\omega_{\max}}{N^2}.$$

Here $\mathbf v'$ and $\mathbf v''$ are the group velocities of the two partner phonons, and $\sigma_c$ is a small floor. The first term in the bracket is the variance of the energy mismatch across one grid cell, with the mismatch taken as linear. The width shrinks as the grid is refined, so the smoothing error vanishes with it. A fixed width leaves an error that no refinement removes. For curved energy surfaces the adaptive width is consistent, but it is not optimal: on a given coarse grid a well-chosen fixed width can do as well.

Atomic units are used in the algebra ($\hbar=1$), and eV and Å for numbers.

## What is being summed

Phonon $\lambda$ has wavevector $\mathbf q$, frequency $\omega$ and occupation $n$. Primes mark its partners. Two processes remove it:

- absorption, $\lambda+\lambda'\to\lambda''$, with $\mathbf q''=\mathbf q+\mathbf q'$ and mismatch $W=\omega+\omega'-\omega''$;
- emission, $\lambda\to\lambda'+\lambda''$, with $\mathbf q''=\mathbf q-\mathbf q'$ and $W=\omega-\omega'-\omega''$.

Wavevectors are equal up to a reciprocal lattice vector. Each atomic displacement contains the mode operator $a+a^\dagger$ with amplitude $(2N_cM\omega)^{-1/2}$, where $N_c=N^3$ is the number of cells and $M$ the atomic mass. The cubic energy is $\tfrac16$ of the third derivatives times three displacements. A given triplet of distinct phonons arises from six orderings, which cancel the $\tfrac16$. Three amplitudes and one free sum over cells, which gives $N_c$, leave a squared matrix element

$$|V|^2=\frac{N_c^2|\Phi|^2}{8N_c^3\,\omega\omega'\omega''}=\frac{|\Phi|^2}{8N_c\,\omega\omega'\omega''}.$$

Here $\Phi$ is the third derivative per cell contracted with the three polarizations, with $M^{-3/2}$ included.

The golden rule multiplies this by $2\pi\delta(W)$ and by occupation factors. For absorption, forward minus reverse gives

$$nn'(n''+1)-(n+1)(n'+1)n''=n(n'-n'')-n''(n'+1).$$

For emission it gives

$$n(n'+1)(n''+1)-(n+1)n'n''=n(1+n'+n'')-n'n''.$$

Both vanish in equilibrium when $W=0$. If $n$ alone is displaced from equilibrium, it therefore relaxes at a rate equal to the coefficient of $n$. Since $2\pi/8=\pi/4$,

$$\frac1\tau=\frac{\pi}{4N_c}\sum_{\lambda'\lambda''}\frac{|\Phi|^2}{\omega\omega'\omega''}\Big[(n'-n'')\,\delta(W_{\rm abs})+\tfrac12(1+n'+n'')\,\delta(W_{\rm em})\Big].$$

The $\tfrac12$ is there because the sum counts each emitted pair twice. This is the population relaxation rate of a single mode, at leading order in the anharmonicity.

On a finite grid almost no triplet has $W=0$, so each grid point has to stand for its whole cell.

## The width from the cell

Hold $\mathbf q$ fixed and move $\mathbf q'$. In absorption $\omega''$ is evaluated at $\mathbf q+\mathbf q'$, so the gradient of $W$ is $\mathbf v'-\mathbf v''$. In emission $\omega''$ is evaluated at $\mathbf q-\mathbf q'$, whose derivative is $-\mathbf v''$, so the gradient is $-\mathbf v'-(-\mathbf v'')=-(\mathbf v'-\mathbf v'')$. The sign drops out on squaring, and one formula serves both processes.

Write a point of the cell as $\mathbf q'+\sum_\mu t_\mu\boldsymbol\Delta_\mu$ with each $t_\mu$ between $-\tfrac12$ and $\tfrac12$. To first order

$$W=W_0+\sum_\mu t_\mu d_\mu,\qquad d_\mu=(\mathbf v'-\mathbf v'')\cdot\boldsymbol\Delta_\mu .$$

The $t_\mu$ are independent and uniform, even if the cell is skew, with $\langle t_\mu\rangle=0$ and $\langle t_\mu^2\rangle=\int_{-1/2}^{1/2}t^2dt=\tfrac1{12}$. The cross terms average to zero, so the variance of $W$ is $\sum_\mu d_\mu^2/12$. This Gaussian shares the mean and variance of the linearized distribution in the cell, but not its shape.

In fractional coordinates, $\mathbf q=\sum_\mu x_\mu\mathbf b_\mu$, the steps are $d_\mu=(\partial\omega'/\partial x_\mu-\partial\omega''/\partial x_\mu)/N$, with no further factor of $2\pi$. The derivatives come from the dynamical matrix: differentiating $\omega^2=e^\dagger De$ at fixed norm gives $2\omega\,\partial\omega=e^\dagger(\partial D)e$.

The formula was tested on the phonon model described below. For a cell of a 400-point-per-axis grid centred at $x=(0.31,0.12,0.47)$, the standard deviation of the full nonlinear mismatch was found by quadrature for all branch pairs and both processes. The largest deviation from the formula was $6\times10^{-5}$ of the largest width.

**The floor.** When $\mathbf v'=\mathbf v''$ the linear term vanishes and the Gaussian would become a spike. The next term in $W$ is quadratic. Take $W=\tfrac12A\cos2\pi x$ along one axis. Its largest curvature is $2\pi^2A$, so the quadratic term is $\pi^2At^2/N^2$. The variance of $t^2$ is $\tfrac1{80}-\tfrac1{144}=\tfrac1{180}$, which gives a spread $\pi^2A/(\sqrt{180}\,N^2)=0.74A/N^2$. Three such axes give $\sqrt3$ times this, $1.3A/N^2$. With $A$ of order $\omega_{\max}$ the floor is of order $\omega_{\max}/N^2$. It adds in quadrature because $\langle t\,t^2\rangle=0$. It is an estimate, not a bound.

## First error: ripple from the grid

Suppose the surface $W=0$ is a plane and the steps are in integer proportion, $d_\mu=c\,m_\mu$, with the $m_\mu$ having no common factor. The grid values are then $W=c(j-x_0)$, where every integer $j$ occurs equally often and $x_0$ is the position of the plane between grid layers. Relative to the correct integral, the Gaussian sum is

$$S=c\sum_jG\big(c(j-x_0);\sigma\big).$$

Poisson summation replaces the sum over $j$ by a sum over the Fourier transform of $G$, itself a Gaussian:

$$S=1+2\sum_{p\ge1}e^{-2\pi^2p^2\sigma^2/c^2}\cos(2\pi px_0).$$

Now set $\sigma=a\,[\sum_\mu d_\mu^2]^{1/2}=a\,c\,|\mathbf m|$. The exponent becomes $-2\pi^2a^2|\mathbf m|^2p^2$. Velocity and grid spacing have both cancelled, which is the merit of the adaptive rule: every triplet is smoothed by the same number of grid layers for a given orientation.

With $a^2=1/12$ the leading ripple is $2e^{-\pi^2|\mathbf m|^2/6}$. Direct sums over a three-dimensional grid, with $x_0=0$, give a relative error of 0.389 for $\mathbf m=(1,0,0)$, 0.075 for $(1,1,0)$ and 0.014 for $(1,1,1)$, as the full series does. The standard width is therefore too narrow for flat surfaces parallel to a face of the grid cell, and refining the grid does not help there, because the size of the ripple does not depend on $N$. Doubling it changes $a^2$ to $1/3$ and the worst ripple to $2e^{-2\pi^2/3}=0.003$.

For a fixed width the exponent $2\pi^2\sigma^2/c^2$ differs from triplet to triplet. To hold the leading ripple for $|\mathbf m|=1$ below 1% one needs $e^{-2\pi^2\sigma^2/c^2}<0.005$, or $\sigma>0.52c$. Triplets with a large velocity difference violate this first.

Real surfaces are curved, and the ripple then partly cancels. Take $W=r^2-1$ on a cubic grid of step $h$, in dimensionless units. Each dual grid vector of length $R=2\pi|\mathbf m|/h$ contributes the average of $e^{i\mathbf R\cdot\mathbf r}$ over the unit sphere, $\sin R/R$. The adaptive width $\sigma=2rh/\sqrt{12}$ corresponds to a radial blur $\sigma/(2r)=h/\sqrt{12}$, which multiplies the term by $e^{-R^2h^2/24}=e^{-\pi^2|\mathbf m|^2/6}$. To leading order the relative ripple is

$$\sum_{\mathbf m\ne0}e^{-\pi^2|\mathbf m|^2/6}\,\frac{\sin(2\pi|\mathbf m|/h)}{2\pi|\mathbf m|/h}.$$

The six shortest vectors contribute at most $6(0.193)h/2\pi=0.18h$. The ripple thus falls as $h$, not $h^2$.

## Second error: smoothing bias

Averaging over all positions of the grid removes the ripple and leaves the effect of finite width. For a smooth weight $f$, expand the Gaussian as $G(W;\sigma)=\delta(W)+\tfrac12\sigma^2\delta''(W)+\dots$. The change in the integral is

$$\frac12\frac{d^2}{dE^2}\int f\,\sigma^2\,\delta(E-W)\,d^3q'\,\Big|_{E=0}.$$

The width stays inside the integral because it varies with $\mathbf q'$. Where the linear term dominates, adaptive $\sigma^2$ scales as $N^{-2}$, and so does the bias. With fixed $\sigma$ the bias does not depend on $N$.

The sphere shows both cases. With $f=1$, $\int\delta(E-W)d^3r=4\pi r^2/2r=2\pi(1+E)^{1/2}$. The adaptive $\sigma^2=h^2(1+E)/3$ gives

$$\frac12\cdot\frac{2\pi h^2}{3}\frac{d^2}{dE^2}(1+E)^{3/2}\Big|_0=\frac{\pi h^2}{3}\cdot\frac34=\frac{\pi h^2}{4},$$

which is $h^2/8$ relative to $2\pi$. A fixed width gives $\tfrac12\sigma^2(-\tfrac14)=-\sigma^2/8$. Radial integration confirms these: $+0.00125$ for $h=0.1$, and $-0.00126$ for a fixed width of 0.1.

Take an actual grid with $h=1/8.25=0.121$, a step for which $\sin(2\pi/h)=1$, so that the six shortest vectors contribute their maximum. The total relative error is 0.020, and ripple plus bias predict 0.0195. The bias part is only $h^2/8=0.002$. At this step the ripple dominates, so doubling the width would help. Where bias dominates, doubling hurts, since the leading bias grows fourfold.

## A silicon-like example

The model is a diamond lattice with lattice constant 5.43 Å and atomic mass 28.1 u at 300 K. First and second neighbours are joined by central springs of 10 and 0.6 eV/Å$^2$ with cubic constants $-30$ and $-1$ eV/Å$^3$. The wavevector is $x=(0.25,0.125,0)$, and the lowest and highest acoustic branches there have energies 0.0107 and 0.0260 eV. Partner grids are displaced by several shifts, four for $N=8$ and 16 and two for $N=24$. The scatter over shifts shows ripple and other sampling error. Where it is small, the mean shows mainly bias; where it is large, so few shifts leave sampling error in the mean as well.

The reference is a linear tetrahedron sum at $N=32$, which uses neither widths nor velocities. From $N=24$ to 32 it moves by 0.4% for the low branch and 0.3% for the high one. If its error fell as $N^{-2}$, roughly half a percent would remain at $N=32$. Sums at $N=40$ with adaptive widths and a smoothing kernel of zero second moment agree with it to 0.1% for the high branch but lie about 1% above it for the low one. The low-branch deviations below may therefore be overstated by up to one percentage point, and differences of that size mean nothing. It gives $\hbar/\tau=1.60\times10^{-5}$ eV and $1.37\times10^{-4}$ eV. Dividing by $\hbar=6.58\times10^{-4}$ eV ps gives rates of 0.024 and 0.21 ps$^{-1}$.

Deviations of the rate from the reference, in percent, with the standard deviation over shifts:

| Low branch | $N=8$ | $N=16$ | $N=24$ |
|---|---|---|---|
| adaptive | 7.5 ± 1.8 | 2.1 ± 1.2 | 1.4 ± 0.8 |
| 0.001 eV | 4.2 ± 6.3 | 3.1 ± 0.8 | 3.4 ± 0.5 |
| 0.005 eV | 17.2 ± 1.5 | 17.4 ± 0.3 | 17.5 ± 0.1 |

| High branch | $N=8$ | $N=16$ | $N=24$ |
|---|---|---|---|
| adaptive | 5.8 ± 1.1 | 1.2 ± 0.4 | 0.4 ± 0.5 |
| 0.001 eV | 1.7 ± 4.8 | 4.2 ± 0.1 | 4.0 ± 0.1 |
| 0.005 eV | 18.0 ± 0.2 | 18.1 ± 0.0 | 18.1 ± 0.0 |

The 0.005 eV rows look converged at every grid and are wrong by 17 to 18%. Stability under grid refinement at fixed width shows that the grid resolves the Gaussian, not that the Gaussian is narrow enough.

The adaptive error falls by factors of 3.6 and 4.8 from $N=8$ to 16, roughly compatible with the factor of four expected from $N^{-2}$. These ratios are rough: averages over 40 shifts at $N=8$ and 10 at $N=16$ give about 3.3 and 6. Beyond that, scatter and reference error hide the power.

At $N=8$ the adaptive rule has no advantage for a single grid. Combining mean error and scatter in quadrature for the low branch gives $(7.5^2+1.8^2)^{1/2}=7.7\%$ for adaptive widths and $(4.2^2+6.3^2)^{1/2}=7.6\%$ for 0.001 eV. At $N=16$ the average adaptive width, weighted by contribution to the rate, is 0.0011 eV, close to that fixed value. The combined errors are then 2.4% against 3.2% for the low branch and 1.3% against 4.2% for the high one.

Two results depart from the simple picture. First, raising the fixed width fivefold should raise a purely quadratic bias 25-fold, but at $N=24$ it rises by about five. The leading term of the expansion therefore does not describe this range of widths. Secondly, a width of 0.0001 eV gives $-4.7\pm0.1\%$ for the low branch at $N=24$, yet scatters by 13% at $N=16$. The close agreement of two shifts is probably accidental, and two shifts are too few to certify convergence.

Doubling the adaptive width at $N=16$ cuts the scatter from 1.2 to 0.6% (low) and from 0.4 to 0.1% (high), but raises the mean error from 2.1 to 5.5% and from 1.2 to 3.0%. Here bias matters more than ripple, the reverse of the sphere.

## Against real silicon

The springs are round values in the rough regime of silicon. The model's transverse zone-edge energy, 0.0189 eV, is close to the real value of roughly 0.019 eV, but angular forces are absent, and the transverse sound speed along a cube axis is only 3.9 km/s, against a measured value of about 5.8 km/s. The cubic constants are not fitted either, so the rates are not predictions for silicon. The mean free paths are 121 and 35 nm. The calculation also assumes an infinite crystal, which fails in a thin film. For a 100 nm film, a crude boundary rate of speed over thickness is 1.21 and 0.35 times the three-phonon rate. Adding the rates shortens the paths to $121/2.21=55$ nm and $35/1.35=26$ nm, on this estimate a far larger change than the broadening errors at $N=16$. The actual shortening depends on the surface roughness and on the angle between the velocity and the film normal: a phonon travelling nearly parallel to the film is affected much less. Operation at 400 K raises the three-phonon rates by factors of 1.45 and 1.34. Isotope scattering, with rough natural abundances, adds 2.3% and 0.3%. Four-phonon scattering is not computed. A rough measure of anharmonicity is the cubic constant times the rms bond stretch, divided by the spring constant: $30\times0.0554/10=0.166$ for first neighbours. Its square, 0.028, is the nominal expansion parameter for the next corrections; the actual four-phonon rate also depends on the number of allowed processes.

## Where the rule needs care

**Degenerate branches.** Where branches are degenerate, the velocity of an individual branch can depend on the arbitrary choice of eigenvectors, and so can $\sigma$. In this model it does for the longitudinal pair at the zone-edge point X, but not for the transverse pairs there, whose velocity matrix has no traceless part. Averaging the velocity over the degenerate set before forming $\sigma$ removes the arbitrariness, because the trace of the velocity matrix does not depend on that choice; it does discard the spread of slopes within the set. Shifting the grid off the symmetry points, as in the example, avoids the problem.

**Long-wave partners.** Acoustic velocities change direction abruptly at $\mathbf q'=0$, so linearization fails in that cell. At ordinary temperature the weight stays finite there: $|\Phi|^2$ scales as $q'^2$, while $1/\omega'$ and $n'$ each scale as $1/q'$. One cell of weight $N^{-3}$ times a Gaussian of height proportional to $N$ gives an error of order $N^{-2}$. The surrounding cells, where the velocity direction still changes quickly, can add a logarithm, making the total of order $N^{-2}\ln N$.

**Thresholds.** The bias formula assumes a smooth mismatch spectrum. Near the onset of a decay channel it is not smooth, and convergence can be slower.

**Full Boltzmann solutions.** The width uses the two partners of the phonon whose rate is sought. When the same triplet enters the rate of $\lambda'$, the difference is $\mathbf v-\mathbf v''$ and the width changes. Single-mode rates tolerate this, but a collision matrix built this way loses its symmetry at finite $N$. Restoring it takes one width per triplet, symmetric in its three members, and also one common equilibrium transition rate per triplet. For absorption, for example, $n(n+1)(n'-n'')$ and $n'(n'+1)(n-n'')$ generally differ when $W\ne0$, so a shared width alone is not enough.

**Natural linewidth.** At $N=24$ the linewidth $\hbar/\tau$ is 2% of the mean adaptive width for the low branch and 20% for the high one. The mismatch is blurred by all three phonons, and partners can be much broader: in this model the optical modes at the same wavevector have linewidths of about 55 to 70% of that width. Once $\sigma$ is comparable with the combined linewidth of a triplet, further refinement sharpens the golden-rule limit, not the physics, because the phonon energies themselves are no longer sharp.

## Setting the broadening

1. Start with the adaptive width at scale factor one, with a floor that falls as $N^{-2}$.
2. Increase $N$ and follow the rates of individual modes, including low-energy ones, since errors can cancel in a conductivity.
3. At the chosen $N$, repeat with scale factor two. A large systematic change signals bias and calls for a finer grid. A small change together with reduced scatter over shifts means the wider setting is acceptable.
4. If a fixed width must be used, reduce it and refine the grid together, keeping $\sigma$ above about half the largest important energy step $c$. Quote a result only when it is stable along that joint path.

In this model, scale factor one at $N=16$ brings both rates within about 2% of the reference on average. Another crystal, temperature or mode needs its own convergence study. The remaining figures are in the numerical output.

## Computed results

```
lattice constant 5.43 A, mass 28.1 u, T 300 K
springs 10.0, 0.6 eV/A^2
cubic constants -30.0, -1.0 eV/A^3
fractional q: [0.25  0.125 0.   ]
highest phonon energy on 8-grid 0.0671 eV
transverse zone-edge (X) energy 0.0189 eV
width rule, max error / max width 5.7e-05
cubic coupling relative error 1.1e-05
plane ripple for 100,110,111: 0.3888 0.0745 0.0144
sphere bias: adaptive h=0.1 0.001249
sphere bias: fixed width 0.1 -0.001262
sphere grid step 0.1212: error 0.0202, law 0.0195
Rates below are hbar/tau; ratios are to tetrahedron N=32
low acoustic phonon energy 0.01074 eV
  tetrahedron N=24 1.5963e-05, N=32 1.6026e-05 eV
  1/tau 0.0243 1/ps, mean free path 121.0 nm
  mean adaptive width N=8,16,24: 0.00231 0.00107 0.00070 eV
  ratio +- scatter over shifts, N=8 | 16 | 24
  adaptive x1: 1.075+-0.018 | 1.021+-0.012 | 1.014+-0.008
  adaptive x2: 1.160+-0.018 | 1.055+-0.006 | 1.030+-0.005
  fixed 0.0001 eV: 0.950+-0.102 | 1.000+-0.130 | 0.953+-0.001
  fixed 0.001 eV: 1.042+-0.063 | 1.031+-0.008 | 1.034+-0.005
  fixed 0.005 eV: 1.172+-0.015 | 1.174+-0.003 | 1.175+-0.001
  rate ratio 400 K / 300 K 1.445
  isotope hbar/tau 3.72e-07 eV, ratio 0.023
  100 nm film hbar*v/L 1.94e-05 eV, ratio 1.210
  linewidth / mean width at N=24 0.0230
high acoustic phonon energy 0.02604 eV
  tetrahedron N=24 1.3626e-04, N=32 1.3661e-04 eV
  1/tau 0.2076 1/ps, mean free path 34.6 nm
  mean adaptive width N=8,16,24: 0.00226 0.00105 0.00069 eV
  ratio +- scatter over shifts, N=8 | 16 | 24
  adaptive x1: 1.058+-0.011 | 1.012+-0.004 | 1.004+-0.005
  adaptive x2: 1.094+-0.006 | 1.030+-0.001 | 1.013+-0.000
  fixed 0.0001 eV: 0.910+-0.252 | 1.040+-0.024 | 0.960+-0.020
  fixed 0.001 eV: 1.017+-0.048 | 1.042+-0.001 | 1.040+-0.001
  fixed 0.005 eV: 1.180+-0.002 | 1.181+-0.000 | 1.181+-0.000
  rate ratio 400 K / 300 K 1.342
  isotope hbar/tau 3.54e-07 eV, ratio 0.003
  100 nm film hbar*v/L 4.73e-05 eV, ratio 0.346
  linewidth / mean width at N=24 0.1971
isotope mass variance 2.01e-04 (rough abundances)
rms bond stretch 0.0554 A
bond anharmonicity 0.166, squared 0.0276
```
